# Grote–Hynes Transmission from Transition-State Theory along the Unstable Mode

A surface hop is often assigned the rate $(\omega_0/2\pi)e^{-V^\ddagger/kT}$, built from the well frequency and the barrier height along one reaction coordinate. This counts every forward crossing of the barrier top as a completed hop. A group that exchanges momentum with the lattice can turn back after crossing, so this count overestimates the completed hops. With strong friction the excess can be a large factor, and the one-coordinate formula gives no sign of it.

There are two ways to correct the count. One follows the coordinate under friction with memory and finds the fraction of the crossing flux that persists, which is the Grote–Hynes transmission coefficient. The other keeps the lattice coordinates explicit and applies transition-state theory (TST) with a better dividing surface. For a parabolic barrier coupled linearly to harmonic oscillators the two give the same number.

## The model

Let $q$ be the mass-weighted reaction coordinate, $q=\sqrt m\,x$, with momentum $p=\dot q$. Let $x_j$ be $N$ mass-weighted bath coordinates with frequencies $\omega_j>0$. The motion is classical, with

$$H=\frac{p^2}{2}+V(q)+\sum_j\frac12\left[p_j^2+\omega_j^2\left(x_j-\frac{c_jq}{\omega_j^2}\right)^2\right].\tag{1}$$

Integrating $e^{-H/kT}$ over the bath at fixed $q$ gives $e^{-V(q)/kT}$ times a constant, because each Gaussian is merely shifted. Thus $V$ is the potential of mean force: the bath changes the dynamics, not the equilibrium distribution of $q$. With energy zero at the well bottom $q_w<0$,

$$V\simeq\tfrac12\omega_0^2(q-q_w)^2\ \text{(well)},\qquad V\simeq V^\ddagger-\tfrac12\omega_b^2q^2\ \text{(barrier)}.\tag{2}$$

We assume $V^\ddagger\gg kT$ and a reactant well in thermal equilibrium. The friction kernel and its Laplace transform are

$$\gamma(t)=\sum_j\frac{c_j^2}{\omega_j^2}\cos\omega_jt,\qquad \hat\gamma(s)=\sum_j\frac{c_j^2}{\omega_j^2}\frac{s}{s^2+\omega_j^2}.\tag{3}$$

## The unstable mode

At the saddle the matrix $K$ of second derivatives has elements

$$K_{qq}=-\omega_b^2+\sum_j\frac{c_j^2}{\omega_j^2},\quad K_{qj}=-c_j,\quad K_{jj}=\omega_j^2.\tag{4}$$

The bath block is diagonal. Eliminating it from $K+s^2$ gives

$$\det(K+s^2)=\prod_j(\omega_j^2+s^2)\left[s^2-\omega_b^2+\sum_j\left(\frac{c_j^2}{\omega_j^2}-\frac{c_j^2}{\omega_j^2+s^2}\right)\right].$$

Each term of the sum equals $c_j^2s^2/[\omega_j^2(\omega_j^2+s^2)]$, which is $s$ times the corresponding term of $\hat\gamma(s)$. Hence

$$\det(K+s^2)=\prod_j(\omega_j^2+s^2)\left[s^2+s\hat\gamma(s)-\omega_b^2\right].\tag{5}$$

A negative eigenvalue $-\lambda^2$ of $K$ makes this determinant vanish at $s=\lambda>0$, so

$$\lambda^2+\lambda\hat\gamma(\lambda)=\omega_b^2.\tag{6}$$

The function $s\hat\gamma(s)=\sum_j(c_j^2/\omega_j^2)\,s^2/(s^2+\omega_j^2)$ does not decrease with $s$. The left side of (6) therefore rises strictly from zero to infinity, and there is one positive root. Its slope in $s^2$ is positive there, so the zero is simple and $K$ has one unstable mode. Since $\hat\gamma\ge0$, $\lambda\le\omega_b$.

## Transition-state theory in the full space

Let $\rho$ be the normal coordinate of the unstable mode, positive on the product side. TST takes the equilibrium forward flux through $\rho=0$, divided by the reactant population:

$$k=\frac{\int d\Gamma\,e^{-H/kT}\,\delta(\rho)\,\dot\rho\,\theta(\dot\rho)}{\int_{\rm well}d\Gamma\,e^{-H/kT}}.\tag{7}$$

Here $\theta$ is the unit step. Let $\Omega_i^\ddagger$ be the $N$ stable frequencies at the saddle and $\Omega_i^w$ the $N+1$ frequencies in the well. In the numerator, the momentum along $\rho$ gives $\int_0^\infty \dot\rho\,e^{-\dot\rho^2/2kT}d\dot\rho=kT$. The other momenta give $(2\pi kT)^{N/2}$, and the stable coordinates give $(2\pi kT)^{N/2}/\prod_i\Omega_i^\ddagger$. The denominator is $(2\pi kT)^{N+1}/\prod_i\Omega_i^w$. Therefore

$$k=\frac1{2\pi}\frac{\prod_{i=0}^{N}\Omega_i^w}{\prod_{i=1}^{N}\Omega_i^\ddagger}\,e^{-V^\ddagger/kT}.\tag{8}$$

The products follow from determinants, without the individual frequencies. Equation (5) at $s=0$ gives $\det K=-\omega_b^2\prod_j\omega_j^2$. The magnitude of this determinant is also $\lambda^2\prod_i(\Omega_i^\ddagger)^2$, so

$$\prod_{i=1}^N\Omega_i^\ddagger=\frac{\omega_b}{\lambda}\prod_j\omega_j.\tag{9}$$

The well matrix has the same form with $-\omega_b^2$ replaced by $\omega_0^2$. Its determinant is $\omega_0^2\prod_j\omega_j^2$, and

$$\prod_{i=0}^N\Omega_i^w=\omega_0\prod_j\omega_j.\tag{10}$$

Inserting (9) and (10) in (8), the bare bath frequencies cancel:

$$k=\kappa\,\frac{\omega_0}{2\pi}e^{-V^\ddagger/kT},\qquad \kappa=\frac{\lambda}{\omega_b}.\tag{11}$$

The cancellation rests on the bath frequencies being the same in the well and at the saddle, as they are in (1). If other modes soften or stiffen along the path, $V$ must be read as a free-energy profile. Written with the potential-energy barrier, the prefactor then carries the ratio of well to saddle frequencies, and it can move either way: one transverse mode with half its frequency at the saddle about doubles the rate. The factor multiplying $\kappa$ is the one-coordinate TST rate. It also follows from the full space if the dividing surface is $q=0$, since the bath Gaussians then cancel between flux and population.

## The same coefficient from dynamics

To identify $\kappa$ with the Grote–Hynes coefficient, we eliminate the bath from the equations of motion. Solving $\ddot x_j=-\omega_j^2x_j+c_jq$ and integrating by parts once gives

$$x_j(t)-\frac{c_jq(t)}{\omega_j^2}=y_j\cos\omega_jt+\frac{p_j(0)}{\omega_j}\sin\omega_jt-\frac{c_j}{\omega_j^2}\int_0^t\cos\omega_j(t-t')\,\dot q(t')\,dt',$$

where $y_j=x_j(0)-c_jq(0)/\omega_j^2$. On the barrier, $\ddot q=\omega_b^2q+\sum_jc_j(x_j-c_jq/\omega_j^2)$. Thus

$$\ddot q=\omega_b^2q-\int_0^t\gamma(t-t')\dot q(t')\,dt'+\xi(t),\tag{12}$$

with $\xi=\sum_jc_j[y_j\cos\omega_jt+(p_j(0)/\omega_j)\sin\omega_jt]$. For a bath equilibrated around the initial $q$, $\langle y_j^2\rangle=kT/\omega_j^2$ and $\langle p_j^2\rangle=kT$. The cosine addition formula then gives $\langle\xi(t)\xi(t')\rangle=kT\gamma(t-t')$.

Start at $q(0)=0$ with velocity $v_0$. The Laplace transform of (12) is $(s^2+s\hat\gamma-\omega_b^2)\hat q=v_0+\hat\xi$, so

$$q(t)=v_0\chi(t)+R(t),\quad R=\int_0^t\chi(t-t')\xi(t')dt',\quad \hat\chi=\frac1{s^2+s\hat\gamma-\omega_b^2}.\tag{13}$$

Define $\phi(t)=1+\omega_b^2\int_0^t\chi\,dt'$, so that $\dot\phi=\omega_b^2\chi$. From (13),

$$\hat\gamma\hat\chi=\frac{1-(s^2-\omega_b^2)\hat\chi}{s}=\left(\frac1s+\frac{\omega_b^2\hat\chi}{s}\right)-s\hat\chi.$$

Since $\chi(0)=0$, this is the transform of

$$\int_0^u\gamma(u-w)\chi(w)\,dw=\phi(u)-\dot\chi(u).\tag{14}$$

The random part has variance $kT\int_0^t\!\int_0^t\chi(u)\chi(w)\gamma(u-w)\,du\,dw$. The integrand is symmetric, so we take twice the region $w<u$ and use (14):

$$\langle R^2\rangle=2kT\int_0^t\chi(\phi-\dot\chi)\,du=kT\left[\frac{\phi^2-1}{\omega_b^2}-\chi^2\right].\tag{15}$$

The first term used $\chi=\dot\phi/\omega_b^2$ and $\phi(0)=1$. The initial velocity adds $kT\chi^2$, so $\langle q^2\rangle=kT(\phi^2-1)/\omega_b^2$.

The reactive-flux coefficient compares the flux that is on the product side at time $t$ with the initial forward flux:

$$\kappa(t)=\frac{\langle v_0\theta(q(t))\rangle}{\langle v_0\theta(v_0)\rangle}.\tag{16}$$

Both $v_0$ and $q(t)$ are Gaussian with zero mean. The mean of $v_0$ at given $q$ is $q\langle v_0q\rangle/\langle q^2\rangle$, and $\langle q\theta(q)\rangle=\sqrt{\langle q^2\rangle/2\pi}$. The numerator is therefore $kT\chi/\sqrt{2\pi\langle q^2\rangle}$, while the denominator is $\sqrt{kT/2\pi}$. This gives

$$\kappa(t)=\frac{\omega_b\chi(t)}{\sqrt{\phi(t)^2-1}}.\tag{17}$$

At short times $\chi\simeq t$ and $\phi\simeq1+\omega_b^2t^2/2$, so $\kappa\to1$: no trajectory has yet turned back. At long times the pole of $\hat\chi$ at $s=\lambda$ dominates. Then $\chi\simeq Ae^{\lambda t}$ with $A>0$ and $\phi\simeq(\omega_b^2A/\lambda)e^{\lambda t}$, while the stable modes merely oscillate. Equation (17) tends to $\lambda/\omega_b$, the value in (11).

## Why the tilted plane works

On the parabolic barrier $\rho$ is decoupled from all other modes and obeys $\ddot\rho=\lambda^2\rho$. A trajectory leaving $\rho=0$ follows $\rho=(\dot\rho(0)/\lambda)\sinh\lambda t$ and does not return. Friction has not disappeared. It is contained in the direction of the mode, which mixes $q$ with the bath.

Other planes can be compared directly. Let $n$ be a unit normal and $K_\perp$ the matrix $K$ restricted to the plane. The cofactor formula for the inverse gives $\det K_\perp=\det K\,(n^TK^{-1}n)$. If $K_\perp$ is positive definite, the flux is finite and the calculation leading to (8) gives

$$\kappa(n)=\frac1{\omega_b\sqrt{-n^TK^{-1}n}}.\tag{18}$$

Let $n_0$ be the component of $n$ along the unstable mode and $n_i$ the others. Then

$$-n^TK^{-1}n=\frac{n_0^2}{\lambda^2}-\sum_i\frac{n_i^2}{(\Omega_i^\ddagger)^2}\le\frac1{\lambda^2}.$$

So $\kappa(n)\ge\lambda/\omega_b$, with equality for the unstable-mode plane. Among planes with finite flux, it is the one that removes all the overcounting. For $n$ along $q$, $\det K_\perp=\prod_j\omega_j^2$ and $\kappa=1$.

The plane $\rho=0$ passes through points with $q\ne0$, so the barrier must be parabolic over a finite width. Let $u$ be the $q$ component of the normalised unstable eigenvector. Its bath components are $c_ju/(\omega_j^2+\lambda^2)$, so

$$u^2=\left[1+\sum_j\frac{c_j^2}{(\omega_j^2+\lambda^2)^2}\right]^{-1}.\tag{19}$$

If $u_i$ are the $q$ components of the stable modes, the variance of $q$ on the plane is $kT\sum_iu_i^2/(\Omega_i^\ddagger)^2$. The inverse matrix also satisfies $(K^{-1})_{qq}=-1/\omega_b^2=-u^2/\lambda^2+\sum_iu_i^2/(\Omega_i^\ddagger)^2$. Hence

$$\langle q^2\rangle_{\rho=0}=kT\left(\frac{u^2}{\lambda^2}-\frac1{\omega_b^2}\right).\tag{20}$$

## Fast and slow baths

Suppose the bath has a continuous spectrum, with weight $c_j^2/\omega_j^2$ flat from zero frequency to far above $\lambda$. Then most of the integral $\gamma_0=\int_0^\infty\gamma\,dt$ accumulates within the time $1/\lambda$ (a sharp cutoff leaves an oscillating tail falling as $1/t$), and $\hat\gamma(\lambda)$ can be replaced by this constant. High frequencies alone are not enough: if all $\omega_j\gg\lambda$, (3) gives $\hat\gamma(s)\simeq s\sum_jc_j^2/\omega_j^4$, which acts as an added mass and gives $\kappa\simeq(1+\sum_jc_j^2/\omega_j^4)^{-1/2}$. We take the flat spectrum. Equation (6) is then quadratic and gives the Kramers result

$$\kappa=\sqrt{1+\left(\frac{\gamma_0}{2\omega_b}\right)^2}-\frac{\gamma_0}{2\omega_b}.\tag{21}$$

It tends to $1-\gamma_0/2\omega_b$ for weak friction and to $\omega_b/\gamma_0$ for strong friction.

If instead all $\omega_j\ll\lambda$, (3) gives $\hat\gamma(\lambda)\simeq\gamma(0)/\lambda$ and $\lambda^2\simeq\omega_b^2-\gamma(0)$. The bath is nearly frozen during the crossing and lowers the barrier curvature. This limit requires $\omega_b^2-\gamma(0)\gg\omega_j^2$. The next term of $\lambda\hat\gamma(\lambda)$ is $-\sum_jc_j^2/\lambda^2$, so it also requires $[\omega_b^2-\gamma(0)]^2\gg\sum_jc_j^2$. When $\gamma(0)>\omega_b^2$, $K_{qq}$ is positive: at fixed bath positions $q$ is held in a cage, and escape needs the bath to move. Equation (6) still has its positive root, but the frozen-bath approximation has failed. A cage alone does not fix $\kappa$. Equation (6) contains $\lambda\hat\gamma(\lambda)$, to which a mode contributes only the fraction $\lambda^2/(\lambda^2+\omega_j^2)$ of its share of $\gamma(0)$. The example below has $\gamma(0)=2\gamma_0\omega_D/\pi=400$ ps$^{-2}$, above $\omega_b^2=384$ ps$^{-2}$, and still $\kappa=0.89$, because $\lambda\hat\gamma(\lambda)\simeq80$ ps$^{-2}$ is only a fifth of $\gamma(0)$. The same $\gamma(0)$ spread up to a cutoff of 20 or 5 ps$^{-1}$ gives $\kappa=0.60$ or 0.33. Fast modes can also lower $\kappa$ strongly when the added mass $\sum_jc_j^2/\omega_j^4$ is large.

## A hop on an alumina surface

Consider a dimethylaluminium group hopping between neighbouring oxygen sites during atomic layer deposition of alumina. Take mass $m=57$ u, spacing $a=0.28$ nm, barrier $V^\ddagger=0.90$ eV and $T=500$ K. Let $V=(V^\ddagger/2)[1+\cos(2\pi x/a)]$. Its curvature gives

$$\omega_b=\omega_0=\frac{\pi}{a}\sqrt{\frac{2V^\ddagger}{m}}=19.59\ \text{ps}^{-1},\qquad \frac{\omega_0}{2\pi}=3.117\ \text{THz}.$$

For the lattice, replace $c_j^2/\omega_j^2$ by $(2\gamma_0/\pi)\,d\omega$ up to a cutoff $\omega_D$. Equation (3) becomes

$$\hat\gamma(s)=\frac{2\gamma_0}{\pi}\int_0^{\omega_D}\frac{s\,d\omega}{s^2+\omega^2}=\frac{2\gamma_0}{\pi}\arctan\frac{\omega_D}{s}.\tag{22}$$

We take $\gamma_0=5$ ps$^{-1}$ and $\omega_D/2\pi=20$ THz, or $\omega_D=125.7$ ps$^{-1}$. Solving (6) numerically gives $\lambda=17.44$ ps$^{-1}$, where $\hat\gamma(\lambda)=4.56$ ps$^{-1}$. Thus $\kappa=17.44/19.59=0.89$. With $V^\ddagger/kT=20.89$, the rate over one chosen barrier is

$$k=0.89\times3.117\times10^{12}\,e^{-20.89}\ \text{s}^{-1}\simeq2.35\times10^3\ \text{s}^{-1},$$

or one hop over that barrier per about 0.425 ms spent in the well. The cosine well has two barriers, so the mean residence time is half of this, about 0.21 ms. One-coordinate TST gives $2.64\times10^3$ s$^{-1}$. Evaluating (17) numerically shows when the correction develops: $\kappa(t)$ is 0.95 at 0.04 ps, 0.92 at 0.08 ps and 0.89 at 0.2 ps.

With all other inputs fixed, the friction changes the result as follows.

| $\gamma_0$ (ps$^{-1}$) | $\kappa$ from (6) | $\kappa$ from (21) |
|---:|---:|---:|
| 1 | 0.977 | 0.975 |
| 5 | 0.890 | 0.880 |
| 10 | 0.792 | 0.777 |
| 40 | 0.421 | 0.408 |

For this flat spectrum memory raises $\kappa$, because the arctangent in (22) is below $\pi/2$, so $\hat\gamma(\lambda)<\gamma_0$. A spectrum whose weight grows with frequency can do the opposite: with weight proportional to $1+(\omega/30\ \text{ps}^{-1})^2$, the same cutoff and $\gamma_0=5$ ps$^{-1}$, $\kappa=0.77$, below the Kramers value 0.88. The difference stays near 3% or less here because $\omega_D$ is several times $\lambda$.

## What the harmonic result leaves out

Equation (20) gives an rms displacement of 0.005 nm on the dividing plane, small beside 0.28 nm. Averaging the Boltzmann factor of the difference between cosine and parabola over this Gaussian changes the flux by 0.02%. The cosine well is wider than its parabola. Its partition integral, done by quadrature, multiplies the rate by 0.987.

For quantum effects, replace each stable classical partition function $kT/\hbar\Omega$ by $1/[2\sinh(\hbar\Omega/2kT)]$. The thermally averaged transmission of the parabolic barrier adds a factor $z/\sin z$, with $z=\hbar\lambda/2kT$. Together these multiply the rate by 1.007. The factor $z/\sin z$ diverges at $z=\pi$, or $T=\hbar\lambda/2\pi k=21$ K, far below the temperature used.

Thermalisation of the well sets a limit at weak friction. An undamped passage from one barrier top to the next has $\dot q=\sqrt{2V^\ddagger}\sin(\pi x/a)$. To first order in a memoryless friction, the energy lost is

$$\Delta E=\gamma_0\int\dot q\,dq=\frac{4V^\ddagger\gamma_0}{\omega_b}.\tag{23}$$

For $\gamma_0=5$ ps$^{-1}$ this is 0.92 eV, or 21 $kT$. A loss as large as the barrier is outside the accuracy of first order, but it indicates capture in the next well. For $\gamma_0=1$ ps$^{-1}$ it is 4.3 $kT$, and capture is already incomplete. With memoryless friction about 15% of forward crossings pass beyond the next well, and the escape rate from a well lies 15 to 20% below (11), much more than the 2% recrossing correction in the first row of the table. As $\Delta E$ falls toward $kT$ and below, the supply of energetic groups limits the rate, and (11) is increasingly too high even though $\kappa$ approaches one.

Classical trajectories on the full cosine include the anharmonicity of $V$, but the coupling stays linear in $q$ over a whole spacing. Moving the group by $a$ at fixed bath positions then costs $\tfrac12\gamma(0)ma^2\simeq9$ eV for $\gamma_0=5$ ps$^{-1}$, ten times the barrier. On a real lattice the coupling and the friction depend on position, so (23), the capture estimates and these trajectories describe uniform friction only. We started 8000 at $q=0$ with 60 thermal bath modes and velocities weighted by $v_0e^{-v_0^2/2kT}$, $v_0>0$. If a fraction $P$ ends at $q>0$, reflection symmetry gives $1-P$ for starts with reversed velocity, so $\kappa=2P-1$. After 1.2 ps of leapfrog integration, $\kappa=0.894\pm0.005$ for $\gamma_0=5$ ps$^{-1}$, against 0.890 from (6). For $\gamma_0=40$ ps$^{-1}$ it is $0.405\pm0.010$, against 0.421. The second value is lower by about 1.5 standard errors, too little to establish an anharmonic effect.

The temperature lies in the usual range for alumina deposition, and the spacing and cutoff are of the right rough size for alumina. The barrier and friction are assumed values for this hop, not established ones. A rough scale for the friction comes from binding the group by a spring to one atom of mass $M$ in a Debye lattice, which gives $\gamma_0=(3\pi/2)(m/M)\,\omega_0^4/\omega_D^3$. With the mean atomic mass of alumina, 20.4 u, this is about 1 ps$^{-1}$, or 2 ps$^{-1}$ if a surface site is twice as compliant. At such friction recrossing is a 2 to 4% effect, and near 1 ps$^{-1}$ the incomplete capture discussed above is the larger correction. A growing film is usually amorphous and partly covered with hydroxyl groups, so its sites do not share one barrier. At 500 K, where $kT=0.0431$ eV, a barrier change of 0.1 eV changes the rate by $e^{0.1/0.0431}$, about tenfold. The friction correction of 11% is equivalent to $-kT\ln0.89$, or 5 meV. At the assumed friction, uncertainty in the barrier therefore matters far more than recrossing. At $\gamma_0=40$ ps$^{-1}$ recrossing would lower the rate by a factor of 2.4, still less than the effect of 0.1 eV. Within the model the two become equal near $\gamma_0=200$ ps$^{-1}$. That is about two hundred times the Debye estimate and implies a stiffness $m[\gamma(0)+\omega_0^2]$ of about 1550 N/m at fixed bath positions, so it marks a limit of the model rather than a condition expected on alumina.
